The Kovacs memory hump: two relaxation modes against one

**1. A case simple enough to see through**

Take a glass whose volume is controlled by two internal modes of equal weight, one fast and one slow. The state of each mode is described by a fictive temperature, the temperature at which the mode would be in equilibrium as it stands. Start in equilibrium at 313 K, quench to 298 K and wait. Suppose that after some hours the fast mode has relaxed completely, to 298 K, while the slow one has come down only to 308 K. Their mean is

(298 + 308)/2 = 303 K.

Now step the temperature to 303 K. The relaxing part of the volume depends on the mean and has its equilibrium value for 303 K, yet neither mode is in equilibrium. The fast mode is 5 K too low and rises quickly. The slow mode is 5 K too high and falls slowly. The mean therefore rises first and returns later. If the fast mode finished before the slow one had moved at all, the mean would reach (303 + 308)/2 = 305.5 K, an excess of 2.5 K. This rise and return is the Kovacs hump. The glass remembers its history in the difference between the modes, which the volume does not show.

**2. What is measured, and when the step is made**

Let T0 be the starting temperature, T1 the ageing temperature and T2 the final one, with T1 < T2 < T0. Mode i has fictive temperature θ_i and weight w_i > 0, with Σ w_i = 1, and the mean is θ̄ = Σ w_i θ_i. The relative volume, counted from equilibrium at T2, is taken as linear:

v = α_g (T − T2) + Δα (θ̄ − T2).

The first term is the glassy expansion, which follows the temperature at once. The second is the configurational part, which relaxes. After the step T = T2 and the first term vanishes, so the volume just after the step is the equilibrium one if the step is made when

θ̄ = T2.

This is the switching condition used below. If the step were made instead when the volume measured at T1 equals the equilibrium volume at T2, then θ̄ − T2 = (α_g/Δα)(T2 − T1) > 0, and the volume after the step would start above equilibrium.

**3. One mode cannot do it**

Let there be a single θ, relaxing at fixed temperature T2 with

dθ/dt = −k (θ − T2), k ≥ 0.

The rate k may depend on temperature, on θ, on time or on the whole earlier history. It need only be finite and non-negative. Put δ = θ − T2. Then

d(δ²)/dt = 2δ dδ/dt = −2kδ² ≤ 0.

So δ² cannot grow. If it is zero at the step, it stays zero, because a square cannot fall below zero either.

Let the observable at T2 be X(θ), strictly monotone in θ. If X has its equilibrium value X(T2) at the step, then θ = T2, since a strictly monotone function takes each value once. Hence δ = 0 from then on, X does not move, and there is no hump.

The result extends to any starting value. Integration gives

δ(t) = δ(0) exp(−∫₀ᵗ k dt′),

which keeps its sign and shrinks or stands still. So θ moves in one direction at fixed temperature, and X with it. With one mode, a rise followed by a fall at constant temperature is excluded whatever happened before, and also for the other timing of the step mentioned in section 2.

Monotonicity is needed. Take X = −(θ − 305 K)², which has a maximum at 305 K. Its value at θ = 303 K is −4 K², and θ = 307 K gives the same value. Age one mode from 313 K until θ = 307 K, then hold it at 303 K. X starts at its equilibrium value, rises by 4 K² as θ passes 305 K, and returns. Numerical integration gives a peak of 4.00 K². This is a hump from one mode, but θ was not in equilibrium at the step: the observable failed to tell 307 K from 303 K.

A model that quotes one averaged fictive temperature but relaxes by a stretched exponential also lies outside the theorem. Its mean does not obey a first-order equation of its own, and further variables are hidden in the memory function.

**4. Two modes on a common clock**

Now let each mode obey

dθ_i/dt = −a(T, θ̄) (θ_i − T)/τ_i, τ1 < τ2.

The function a is positive and continuous, and a(T2, T2) = 1, so τ_i are the relaxation times in equilibrium at T2. The assumption is that both modes share a. It may depend strongly on the structure through θ̄, which makes the equations nonlinear. They become linear in the reduced time ξ defined by dξ = a dt:

dθ_i/dξ = −(θ_i − T)/τ_i.

During ageing at T1, with both modes starting at T0,

θ_i = T1 + (T0 − T1) e^(−ξ/τ_i).

The mean falls steadily from T0 towards T1 and passes T2 once, at ξ = ξ_w. Write

r = τ2/τ1 > 1, u = e^(−ξ_w/τ2).

Then e^(−ξ_w/τ1) = u^r, and θ̄ = T2 becomes

w1 u^r + w2 u = s, s = (T2 − T1)/(T0 − T1).

The left side grows from 0 to 1 as u goes from 0 to 1, so there is one root.

At the step let δ_i = θ_i − T2. The switching condition says w1δ1 + w2δ2 = 0, so define

A = w2δ2 = −w1δ1.

To find A, subtract the two deviations:

θ2 − θ1 = δ2 − δ1 = A/w2 + A/w1 = A/(w1w2),

where the last form uses w1 + w2 = 1. Hence

A = w1w2 (θ2 − θ1) = w1w2 (T0 − T1)(u − u^r).

Since 0 < u < 1 and r > 1, u^r < u and A > 0: the slow mode is above T2 and the fast one below. After the step, with ξ counted from zero again, each deviation decays as e^(−ξ/τ_i), and

θ̄ − T2 = A [e^(−ξ/τ2) − e^(−ξ/τ1)].

This is zero at ξ = 0, positive afterwards, and zero again at long times.

**5. Peak time and height**

The slope with respect to ξ is

A [e^(−ξ/τ1)/τ1 − e^(−ξ/τ2)/τ2].

It vanishes when e^(ξ(1/τ1 − 1/τ2)) = τ2/τ1, that is at

ξ* = τ1τ2 ln r/(τ2 − τ1).

The slope is positive before ξ* and negative after it, so there is a single maximum. Dividing ξ* by each time gives

ξ*/τ2 = ln r/(r − 1), ξ*/τ1 = r ln r/(r − 1).

The two exponentials at the peak are therefore r^(−1/(r−1)) and r^(−r/(r−1)). The first is r times the second, because 1 − r/(r − 1) = −1/(r − 1). The height is

H = A (r − 1) r^(−r/(r−1)).

Two limits test this. For r → ∞ the factor multiplying A tends to 1, and H → A: the fast mode finishes before the slow one moves, as in section 1. For r = 1 + ε with small ε, the factor tends to ε/e, where e is the base of natural logarithms, while u − u^r ≈ −ε u ln u. The height vanishes as ε², and two modes with equal times behave as one.

The clock has dropped out of H. It fixes only how long things take in the laboratory:

t = ∫ dξ/a.

Since a > 0, t and ξ increase together, so the maximum remains single and keeps its height.

**6. Numbers for a polymer-like glass**

Take the temperatures of section 1, w1 = w2 = 0.5, τ1 = 600 s and τ2 = 60000 s. For the clock use the Tool–Narayanaswamy–Moynihan form

a = exp{E [1/T2 − x/T − (1 − x)/θ̄]},

with activation temperature E = 80000 K (665 kJ/mol) and nonlinearity parameter x = 0.3.

Here s = 5/15 = 1/3 and r = 100. Neglecting u^r, the switching condition gives u = (1/3)/0.5 = 2/3. The neglect is justified: u^r = 2.46 × 10⁻¹⁸. Then

ξ_w = −60000 s × ln(2/3) = 24328 s,
A = 0.25 × 15 K × 2/3 = 2.5 K,
ξ* = 600 × 60000 × ln 100/59400 = 2791 s,
H = 2.5 K × 0.9450 = 2.36 K.

With Δα = 400 ppm/K the hump in relative volume is 945 ppm.

In laboratory time the ageing takes 13.5 h and the peak comes 947 s after the step. Direct integration of the mode equations in laboratory time gives the same height, 2.3625 K, to the digits printed. The peak comes earlier than 2791 s because θ̄ lies above T2 during the hump and the clock runs faster. At the top its rate is

exp[80000 × 0.7 × (1/303 − 1/305.36)] ≈ 4.2.

The average speed-up until then is 2791/947 ≈ 2.9, between 1 and 4.2 as it should be.

The hump is lopsided. The excess is 0.04 K at 10 s, 0.43 K at 100 s, 1.49 K at 10000 s and 0.18 K at 100000 s. The rise belongs to the fast mode and the tail to the slow one.

Setting x = 1 removes the dependence on structure, with all other parameters held fixed. The height stays at 2.3625 K, the ageing time grows to 567 h, and the peak moves to 2791 s, equal to ξ* because now a = 1 at T2. The height is a property of the two modes and the three temperatures; the times depend on the clock as well.

**7. How the hump depends on the depth of the quench**

Hold T0 and T2 fixed and lower T1. From the switching condition,

1 − s = w1(1 − u^r) + w2(1 − u), and 1 − s = (T0 − T2)/(T0 − T1).

Solve for T0 − T1, insert it in A, and write u − u^r = (1 − u^r) − (1 − u). Dividing numerator and denominator by 1 − u gives

A = w1w2 (T0 − T2)(q − 1)/(w1q + w2), q = (1 − u^r)/(1 − u).

The quantity q is the slope of the chord of the curve u^r between u and 1. That curve is convex for r > 1, so q grows with u, from 1 at u = 0 to r at u = 1. Also

d/dq [(q − 1)/(w1q + w2)] = 1/(w1q + w2)² > 0.

Lowering T1 raises s, hence u, hence q, hence A. A deeper quench gives a higher hump, but not without limit:

A < w1w2 (T0 − T2)(r − 1)/(w1r + w2).

For the example the corresponding bound on the height is 4.63 K. The computed heights are 2.363 K for T1 = 298 K, 4.545 K for 288 K and 4.589 K for 278 K. The growth nearly stops between the last two, and the limit of widely separated modes, r → ∞, shows why.

- If s < w2, the fast mode is fully relaxed at the step, so δ1 = T1 − T2 and A = w1(T2 − T1). The hump grows in proportion to T2 − T1, the distance of the ageing temperature below the final one.
- If s > w2, the fast mode alone brings the mean down to T2 before the slow one has moved. Then u → 1, δ2 = T0 − T2 and A = w2(T0 − T2), which does not depend on T1.

The two expressions meet at s = w2, which here means T1 = 293 K. The first quench lies on the rising branch and the other two on the flat one. In the opposite limit, T1 → T2, the first expression gives A → 0: without undercooling there is no hump.

**8. Many modes, and changes of sign**

Let there be any number of modes on the common clock. After ageing, δ_i is larger for larger τ_i. Put f_i = e^(−ξ/τ_i), which is also larger for larger τ_i. Because Σ w_i = 1 and Σ w_iδ_i = 0,

θ̄ − T2 = Σ w_iδ_i f_i = ½ Σ_i Σ_j w_iw_j (δ_i − δ_j)(f_i − f_j).

To verify the second equality, expand the product: the double sum gives Σ w_iδ_i f_i − (Σ w_iδ_i)(Σ w_j f_j), and the last term is zero. Each term on the right is non-negative, since both brackets have the same sign. The hump therefore never dips below equilibrium. For two modes the sum reduces to w1w2(δ2 − δ1)(f2 − f1), the result of section 4. The maximum is also single. The slope is −Σ (w_iδ_i/τ_i) e^(−ξ/τ_i). Choose a time τ_c that separates the modes with δ_i < 0 from those with δ_i > 0, and multiply the slope by e^(ξ/τ_c). A mode with δ_i < 0 has τ_i < τ_c and contributes a positive term that decays; a mode with δ_i > 0 has τ_i > τ_c and contributes a negative term that grows in size. The product therefore falls steadily and can pass through zero only once.

The sign changes if the first step goes upward, T0 < T2 < T1. The formulas hold as they stand, with T0 − T1 negative, so A < 0. For 298 K → 308 K → 303 K and the same two modes, the extremum is −2.205 K.

The sign also changes if the modes do not share a clock and their order reverses. Let the rates depend on temperature only, and let mode 1 be the faster at T1 but the slower at T2. At the step mode 1 is still the one below T2, so A > 0 as before, with r taken at T1. After the step the slow return belongs to the mode that is too low, and the mean dips. The factor from section 5 holds with r taken at T2, now less than 1. As an example take times of 6000 s and 600 s at T2, with activation temperatures of 20000 K and 160000 K. Then r = 0.1 at T2 and the factor is

(0.1 − 1) × 0.1^(1/9) = −0.697.

With A = 2.5 K, the fast mode being relaxed at the step, the extremum is −1.74 K, as integration also gives. With rates that depend on temperature only, two modes thus show a memory effect whenever their rates differ at both T1 and T2. After a downward quench it is a hump if the order of the rates is the same at both temperatures, and a dip if the order is reversed.

**9. Beside a real polymer**

The parameters lie in the rough regime of poly(vinyl acetate) near its glass transition. They are rounded model values, and 945 ppm is the model's result, not a measurement. One assumption that a real polymer breaks is that of two sharp relaxation times. A log-Gaussian spectrum with the same mean and standard deviation of ln τ (2.303) gives a height of 2.00 K, 15% below the two-mode value. It shortens the ageing time from 13.5 h to 4.9 h and delays the peak from 947 s to 2457 s. For this quench the height survives the simplification better than the times do; for other depths this need not hold. If the activation temperature of the fast mode is 20% lower, with the times at T2 held fixed, the height falls by about 1% and the peak moves to 1112 s.

The temperature step is not instantaneous either. A slab 1 mm thick, cooled and heated on both faces, with a rough diffusivity of 10⁻⁷ m²/s, follows with a time constant of

(10⁻³ m)²/(π² × 10⁻⁷ m²/s) = 1.01 s.

Including this lag leaves the height at 2.3625 K. The glassy expansion in the step, 250 ppm/K × 5 K = 1250 ppm, is nevertheless larger than the hump itself. Its unfinished part falls below 1% of the peak height of the hump after about 5 s, but the hump has then barely begun, and the two contributions are of similar size. Only after about 9 s is the unfinished part below 1% of the memory signal present at that moment. Earlier readings mix thermal expansion with memory. If the step is timed by the volume measured at T1, the other choice in section 2, the lag can make even a single mode show a rise followed by a fall: with a relaxation time of 6000 s at T2, the volume peaks about 7 s after the step. An error of 0.1 K in the switching condition is an offset of 4.2% of the hump height at the step. It shifts the peak, counted from equilibrium, by about 4%, while the rise above the starting value changes by only 0.2%. The starting equilibrium is easy to secure in this model: near equilibrium at 313 K the slow mode has a relaxation time of 13 s. A glass warmed from equilibrium at 298 K starts with a slower clock and needs about 11 minutes to come within 0.01 K.

Within linear volume and first-order relaxation, a hump while a uniform sample is itself at constant temperature thus shows that at least two internal variables are at work. It does not tell how many: the two-line and the continuous spectrum both produce one, and for the quench to 298 K their heights differ by only 15%. The difference depends on the depth of the quench, even in sign: the continuous spectrum gives a height 34% below the two-mode value for T1 = 293 K and 15% above it for T1 = 301 K. The numerical output below gives most of the values used here.

Calculated quantities

```
INPUTS (rough polymer-glass regime)
T0, T1, T2: 313, 298, 303 K
fast, slow time at T2: 600, 60000 s
weight of fast mode: 0.5 (no unit)
activation temperature: 80000 K
activation energy: 665 kJ/mol
nonlinearity parameter: 0.3 (no unit)
configurational expansivity: 400 ppm/K
glassy expansivity: 250 ppm/K
slow time at T0, equilibrium: 13.02 s
TWO MODES
slow-mode survival u at step: 0.66667 (no unit)
fast-mode survival at step: 2.46e-18 (no unit)
reduced ageing time: 24328 s
laboratory ageing time: 48537 s
laboratory ageing time: 13.48 h
theta fast, slow at step: 298.000, 308.000 K
amplitude A: 2.5000 K
peak factor: 0.9450 (no unit)
reduced peak time: 2791 s
laboratory peak time: 947 s
hump height, formula: 2.3625 K
hump height, integration: 2.3625 K
hump height in volume: 945 ppm
hump at 10 s: 0.0414 K
hump at 100 s: 0.4282 K
hump at 10000 s: 1.4884 K
hump at 100000 s: 0.1767 K
VARIATIONS
height for T1 = 298 K: 2.363 K
height for T1 = 288 K: 4.545 K
height for T1 = 278 K: 4.589 K
upper bound on height: 4.631 K
one mode, largest deviation: 0.0e+00 K
upward first step 298 to 308 K, extremum: -2.205 K
reversed rate order, extremum: -1.742 K
non-monotone observable, one mode, peak: 4.00 K^2
CLOCK WITHOUT STRUCTURE DEPENDENCE
height: 2.3625 K
ageing time: 567.2 h
peak time: 2791 s
NEGLECTED EFFECTS
standard deviation of ln(tau): 2.303 (no unit)
continuous spectrum, height: 2.004 K
continuous spectrum, ageing time: 4.85 h
continuous spectrum, peak time: 2457 s
fast activation 20% lower, height: 2.3347 K
fast activation 20% lower, peak time: 1112 s
thermal lag of 1 mm slab: 1.01 s
with lag, height: 2.3625 K
with lag, ageing time: 13.47 h
glassy expansion in the step: 1250 ppm
its lag below 1% of hump after: 4.9 s
0.1 K error relative to hump: 4.2 %
```
